Why some Co-Cr-Ga-Si alloys return to austenite on cooling

**Question.** Some Co-Cr-Ga-Si alloys transform from austenite to martensite on cooling and, when cooled further, go back to austenite. The low-temperature austenite is ferromagnetic. Why does the austenite return, in what sense does magnetism reverse the entropy difference between the phases, and where should the return occur?

**Answer.**

**What a return requires**

For any quantity X let

ΔX = X(austenite) − X(martensite),

per mole of formula units of four atoms, at constant pressure and equal composition. Martensite is stable where ΔG > 0. Suppose this holds only between a lower temperature T2 and an upper temperature T1. Since

dΔG/dT = −ΔS,

and ΔG falls through zero at T1 but rises through zero at T2 as T increases,

ΔS(T1) > 0,  ΔS(T2) < 0.

Integrating between the two zeros gives

∫ ΔS dT = 0, from T2 to T1.

So the entropy difference must change sign, and its negative area must grow until it cancels the positive one.

At each crossing ΔG = ΔH − TΔS = 0, hence ΔH = TΔS. Austenite has the higher enthalpy at T1 and the lower one at T2. Both transformations therefore release heat on cooling. The return is driven by energy: ferromagnetic exchange lowers the energy of austenite, and the reversed entropy is the thermal counterpart of that gain.

**Why ferromagnetic austenite is not enough**

Write the entropy difference as

ΔS = ΔS_lat + S_mag,A − S_mag,M.

Ordering lowers S_mag,A, but not below zero. If martensite has no moments, S_mag,M = 0 and the magnetic part of ΔS cannot be negative. It then reverses nothing if ΔS_lat is positive. The condition at T2 is

S_mag,M − S_mag,A > ΔS_lat.

There are two simple ways to meet it.

Route A: martensite has the stiffer lattice, so ΔS_lat > 0, but it keeps disordered moments down to low temperature. Below the Curie point austenite loses spin entropy while martensite retains it.

Route B: martensite has no moments but a softer lattice, so ΔS_lat < 0. When hot, the spin disorder of austenite outweighs the lattice term and ΔS > 0. When austenite orders, the lattice term can win.

Neither martensite has a spontaneous magnetization in the temperature window, so its absence does not tell the routes apart.

**The lattice term**

An oscillator of frequency ω, with y = ħω/kT, has entropy

s(y) = k[y/(eʸ − 1) − ln(1 − e⁻ʸ)].

On differentiation, the terms 1/(eʸ − 1) from the two parts cancel, leaving

ds/dy = −k y eʸ/(eʸ − 1)² < 0.

Raising every frequency therefore lowers the entropy at every T > 0. In the Debye model there are 12 modes per formula unit, with frequencies u kθ/ħ and density 3u² for 0 < u < 1:

S_lat = 12 N_A ∫₀¹ 3u² s(uθ/T) du.

For small y, s ≈ k(1 − ln y), so at high temperature

ΔS_lat → 12R ln(θ_M/θ_A).

This difference has one sign at all temperatures. Alone, it permits at most one crossing.

**The magnetic term**

Let S without a label denote the spin per formula unit; entropies carry a label or Δ. In mean field each spin component s = −S, …, S feels the average m = ⟨s⟩ of the others. Counting each pair once gives, per spin,

g = Jm²/2 − kT ln Z,  Z = Σ exp(sJm/kT).

Setting ∂g/∂m = J(m − ⟨s⟩) = 0 gives m = ⟨s⟩. Because g is stationary in m, its temperature derivative can be taken at fixed m, and with p_s = exp(sJm/kT)/Z,

S_mag = −k Σ p_s ln p_s.

For small m, ⟨s⟩ = Jm⟨s²⟩/kT with ⟨s²⟩ = S(S+1)/3. A nonzero m first appears at

kT_C = J S(S+1)/3.

Above T_C the entropy is k ln(2S+1) and g = −kT ln(2S+1). At zero temperature m = S, so

g(0) = −JS²/2 = −(3/2)kT_C S/(S+1).

A two-sublattice antiferromagnet obeys the same zero-field formulas, with m the staggered average and T_N in place of T_C. I use it for martensite in route A, because the third law does not allow disordered spins to keep their entropy down to T = 0.

**When the negative area suffices**

Take route A with T1 above both ordering temperatures. From ΔG(T1) = 0,

ΔG(0) = ∫ ΔS dT, from 0 to T1.

For either phase the magnetic integral is g(0) − g(T1), in molar units

−(3/2)R T_order S/(S+1) + R T1 ln(2S+1).

The second term cancels between the phases, leaving

ΔG(0) = ∫ ΔS_lat dT − (3/2)R [S/(S+1)] (T_C − T_N).

If this is negative, ΔG must cross zero again below T1, where it starts out positive. A sign change of ΔS without enough area gives no return.

**An estimate of T2**

Near T_C put x = Jm/kT, a = S(S+1)/3 and t = 1 − T/T_C. Expanding ln Z,

ln Z = ln(2S+1) + ax²/2 − bx⁴/24 + …

The quartic coefficient is b = 3⟨s²⟩² − ⟨s⁴⟩. With q = S(S+1) and ⟨s⁴⟩ = q(3q − 1)/15,

b = q²/3 − q(3q − 1)/15 = q(2q + 1)/15.

The self-consistency condition has two forms for m:

m = ax − bx³/6,  m = kTx/J = a(1 − t)x.

Equating them gives x² = 6at/b. The entropy is k(ln Z − xm), so its loss relative to k ln(2S+1) is, to leading order,

k(ax² − ax²/2) = kax²/2 = 3ka²t/b = 5kqt/(2q + 1).

Since 2q + 1 = S² + (S+1)², the molar loss is ct with

c = 5R S(S+1)/[S² + (S+1)²].

This c is also the heat-capacity jump at T_C. Now treat ΔS_lat as a constant s₀ and let u = T_C − T. In route A, with T_N < T < T_C < T1,

ΔS ≈ s₀ − cu/T_C,

ΔG ≈ s₀(T1 − T_C) + s₀u − cu²/(2T_C).

Setting ΔG = 0 and multiplying by 2T_C/c gives

u² − 2(T_C s₀/c)u − 2T_C s₀(T1 − T_C)/c = 0.

The positive root is

T_C − T2 ≈ (T_C/c){s₀ + √[s₀² + 2cs₀(T1 − T_C)/T_C]}.

**Numbers for route A**

Choose S = 3/2 with g-factor 2, T_C = 330 K, T_N = 40 K, T1 = 400 K, θ_A = 400 K and θ_M = 410 K. Fixing T1 fixes D, the difference in static plus zero-point energy without the magnetic ordering energy, at 661 J/mol in favour of martensite.

The jump is c = 5 × 8.314 × 3.75/8.5 = 18.34 J/(mol K), and s₀ = 2.29 J/(mol K) at T_C. The root contains 2.29² + 2 × 18.34 × 2.29 × 70/330 ≈ 23.1, whose square root is 4.80. Hence

T_C − T2 ≈ (330/18.34)(2.29 + 4.80) ≈ 128 K,

or T2 ≈ 202 K. The full mean-field and Debye functions give T2 = 200.5 K. Their entropy budget, in J/(mol K), is

400 K: ΔS = 2.34 + 11.53 − 11.53 = 2.34,

200.5 K: ΔS = 2.03 + 4.84 − 11.53 = −4.66.

The lattice term hardly changes; the reversal comes from the 6.69 J/(mol K) that austenite has lost and martensite has kept. The enthalpy difference goes from 937 to −935 J/mol. Their nearly equal size is particular to these parameters, as route B below shows.

ΔS vanishes at 289 K, where ΔG peaks at 209 J/mol. The integrated lattice entropy is 661 J/mol, so

ΔG(0) = 661 − 0.9 × 8.314 × 290 ≈ −1509 J/mol.

With all else held fixed, the threshold is T_C = 40 + 661/(0.9 × 8.314) ≈ 128 K. With T_C set 3 K lower, ΔS still reaches −10.4 J/(mol K), but a search from 3 to 603 K finds only the crossing at T1.

**Route B and the case that fails**

Now remove the moments from martensite and set θ_M = 365 K, keeping the other values. The budget becomes

400 K: ΔS = −8.73 + 11.53 = 2.79,

148.5 K: ΔS = −6.70 + 2.55 = −4.16,

with last digits affected by rounding. The return is at 148.5 K, and ΔH is 1118 J/mol at T1 and −617 J/mol at T2. Here D = 2100 J/mol, against an ordering energy of 2469 J/mol, so ΔG(0) = −369 J/mol.

If martensite has no moments and θ_M is put back to 410 K, ΔS stays positive and there is one crossing. This was tested for T_C = 100, 330 and 600 K.

Low-temperature heat capacity can help to separate the routes. Its Debye part varies as (T/θ)³, so the martensite-to-austenite ratio of this part is 0.929 in route A and 1.316 in route B. Antiferromagnetic spin waves can also give a T³ term, so in route A the measured T³ coefficient of martensite is not the lattice part alone. In both routes ferromagnetic austenite adds a spin-wave term varying as T^(3/2). With nearest-neighbour exchange set by T_C it is about 0.04 J/(mol K) at 10 K, against 0.12 for the austenite lattice and 0.009 for the route A lattice difference. The electronic γT terms must be removed as well. The lattice part must then be found separately, for instance from sound velocities. Even then, it fixes ΔS_lat near T2 only if one Debye temperature describes each phase from low to high temperature. In a real crystal the higher-frequency modes can differ between the phases in another proportion. Route A martensite must also release its spin entropy, R ln 4 = 11.53 J/(mol K) in this model, on cooling towards 0 K. In mean field all of it is released below T_N; in a real magnet short-range order releases part of it above T_N. Heat-capacity measurements of this kind need martensite that survives to low temperature, for instance in a neighbouring composition, whose lattice may differ somewhat.

**Stress and field**

Let a uniaxial stress σ do work σεV when martensite forms with strain ε. Equilibrium requires ΔG + σεV = 0, so

dσ/dT = ΔS/(εV).

With ε = 0.05 and V = 28 cm³/mol, εV = 1.4 cm³/mol. Since 1 J/cm³ = 1 MPa, the slope is 2.34/1.4 = 1.67 MPa/K at T1 and −4.66/1.4 = −3.33 MPa/K at T2. Just below T2, martensite therefore needs more stress the colder the alloy is: 74 MPa at 20 K below T2.

In a magnetic field, dΔG = −ΔS dT − ΔM dB. Keeping ΔG = 0 gives

dT2/dB = −ΔM/ΔS.

Austenite carries 2.55 Bohr magnetons per formula unit at T2, or 2.55 × 5.585 = 14.2 J/(mol T). With aligned domains, no demagnetizing correction and a weak field, the slope is 14.2/4.66 ≈ 3.1 K/T. A field favours the return.

**How far the number can be trusted**

*Electrons.* A difference Δγ in the electronic heat-capacity coefficient adds ΔγT to ΔS and −ΔγT²/2 to ΔG. With T1 held fixed, Δγ = +2 mJ/(mol K²) raises ΔG at the old T2 by 0.001 × (400² − 200.5²) ≈ 120 J/mol. Dividing by 4.66 J/(mol K) predicts a shift of about −26 K; the full calculation gives T2 = 176 K. The opposite sign gives 228 K.

Could electrons cause the return by themselves? Give both phases the same magnetism and the route A lattices. A normal transformation at T1 requires −Δγ < 2.34/400 = 5.85 mJ/(mol K²). Tests at up to 95% of this limit found ΔG > 0 throughout 2–395 K, hence no return there. This excludes the electronic cause for this lattice pair, not for every alloy.

*Short-range order.* Mean field ignores correlations above T_C. For a pair energy −K **S**ᵢ·**S**ⱼ and z neighbours, the leading high-temperature free energy per spin is minus the mean squared pair energy over 2kT. With z/2 pairs per spin and ⟨(**S**ᵢ·**S**ⱼ)²⟩ = [S(S+1)]²/3,

δg = −zK²[S(S+1)]²/(12kT) = −(3/4z)kT_C²/T,

where kT_C = zKS(S+1)/3 was used. The entropy change is −(3/4z)k(T_C/T)². For z = 12 this is −0.35 J/(mol K) at T1, about 15% of ΔS there. With T1 held, ΔG at T_C falls by roughly 30 J/mol. The leading term is crude so near T_C. On an fcc lattice the next term, which comes mainly from triangles of neighbours, has the same sign, so both figures are too small in magnitude. They also take 330 K as the mean-field T_C. Fluctuations lower the actual ordering temperature of an fcc Heisenberg magnet to about 0.8 of that value, so a magnet that really orders at 330 K has a larger K. The leading term is then about −0.56 J/(mol K), and for classical spins the full loss at T1 is roughly 1 J/(mol K), close to half of ΔS there. The correction in the ordered phase was not calculated.

*Hysteresis.* Suppose each transformation needs a driving force of 50 J/mol. On cooling, martensite forms at 379 K and austenite returns at 190 K. On heating, martensite forms at 212 K and austenite at 421 K. A barrier above the 209 J/mol peak would prevent martensite from forming on cooling at all. If the barrier grows at low temperature, the return is delayed further.

**The real alloys**

The parameters are round values in the rough regime of Heusler-type Co-Cr-Ga-Si: moments of about 3 Bohr magnetons per formula unit and transformation temperatures of a few hundred kelvin, strongly dependent on composition. They are not a fit. The Debye temperatures, T_N and the moments assigned to martensite are assumptions, so the example does not decide between routes A and B. Real alloys also have unequal electronic terms and hysteresis; for the sizes assumed here, these move the return by about 25 K and 10 K.

The small difference between the Debye temperatures matters more. With T1 held at 400 K, replacing θ_M = 410 K by 405 K or 415 K moves the route A return to about 250 K or 156 K. The model also places the whole moment in one localized spin. If each spin 3/2 is replaced by three spins 1/2, with T1 and the ordering temperatures held, the full spin entropy rises from R ln 4 to 3R ln 2. The route A return then moves to about 250 K, and the route B return disappears. The value near 200 K therefore belongs to the chosen parameters and is not a prediction for a particular alloy.

The magnetic explanation holds when the spin entropy kept by martensite, less that left in austenite, exceeds the lattice difference at T2, and when the accumulated area is large enough. Most of the computed values are collected in the numerical output below.

Calculated quantities

```
Spin 1.5, g 2.0; atoms per formula unit 4
T_C 330 K, T_N 40 K, T1 400 K
theta_A 400 K; theta_M: route A 410 K, route B 365 K
Volume 28 cm^3/mol, strain 0.05
Full spin entropy R ln(2S+1): 11.53 J/(mol K)
Lattice dS, hot limit, route A: 2.46 J/(mol K)
Ordering energy of austenite: 2469 J/mol
Mean-field minus-limit test error at 200 K: 0.0088 J/mol
Route A: T2 = 200.5 K; offset D = 661 J/mol
  400.0 K: lattice dS 2.34, magnetic S_A 11.53, S_M 11.53, total dS 2.34 J/(mol K)
    dH = T dS = 937 J/mol
  200.5 K: lattice dS 2.03, magnetic S_A 4.84, S_M 11.53, total dS -4.66 J/(mol K)
    dH = T dS = -935 J/mol
  Cold lattice heat capacity, M/A: 0.929
Route B: T2 = 148.5 K; offset D = 2100 J/mol
  400.0 K: lattice dS -8.73, magnetic S_A 11.53, S_M 0.00, total dS 2.79 J/(mol K)
    dH = T dS = 1118 J/mol
  148.5 K: lattice dS -6.70, magnetic S_A 2.55, S_M 0.00, total dS -4.16 J/(mol K)
    dH = T dS = -617 J/mol
  Cold lattice heat capacity, M/A: 1.316
Route A: dS = 0 at 288.9 K, peak dG 209 J/mol
Route A: dG at 0 K -1509 J/mol
No moments in M, stiffer M: least dS 3.61e-04 J/(mol K)
Lattice entropy area, 0 to T1: 661 J/mol
Smallest T_C for return, route A: 128.4 K
T_C 3 K below it: least dS -10.36 J/(mol K), crossings 1
Heat-capacity jump at T_C: 18.34 J/(mol K)
Lattice dS at T_C used in estimate: 2.29 J/(mol K)
Estimated T2 from behaviour near T_C: 202.5 K
Stress slope at T1: 1.67 MPa/K
Stress slope at T2: -3.33 MPa/K
Equilibrium stress 20 K below T2: 74 MPa
Austenite moment at T2: 2.55 Bohr magnetons
Field slope of T2: 3.06 K/T
Electronic limit for normal T1, equal magnetism: 5.85 mJ/(mol K^2)
T2 with d(gamma) +2 mJ/(mol K^2): 176.0 K
T2 with d(gamma) -2 mJ/(mol K^2): 227.7 K
Short-range-order dS at T1 (12 neighbours): -0.35 J/(mol K)
Its rough change of dG at T_C, T1 held: -30 J/mol
Friction barrier: 50 J/mol
Cooling: A to M 378.6 K, M to A 190.3 K
Heating: A to M 211.9 K, M to A 421.3 K
```
